# Cube-root growth of light-induced defects in amorphous silicon

Suppose that a film of hydrogenated amorphous silicon is aged under strong light to predict its state after a longer time under weak light, and that damage is taken to depend on the total dose, intensity times time. Tripling the light and dividing the time by three would then leave the film unchanged. If the defect density instead grows as the two-thirds power of the generation rate and the one-third power of time, the accelerated exposure produces $3^{2/3}(1/3)^{1/3}=3^{1/3}\approx1.44$ times as many defects. The correct exchange between light and time depends on how carriers recombine and on how recombination creates defects.

Let $N$ be the number of dangling bonds per unit volume, and let $G$ be the rate per unit volume at which light generates electron-hole pairs that recombine in the bulk. The light is steady and uniform, the material is undoped, and no current is drawn. The free electron and hole densities are $n$ and $p$. A dangling bond can be positive, neutral or negative, with fractions $f_+$, $f_0$ and $f_-$ that obey

$$f_++f_0+f_-=1.$$

A neutral bond captures an electron with coefficient $b_{n0}$ and becomes negative, or captures a hole with coefficient $b_{p0}$ and becomes positive. A positive bond captures an electron with coefficient $b_{n+}$, and a negative one captures a hole with coefficient $b_{p-}$; both become neutral. Old and newly made bonds are given the same coefficients, and thermal emission of carriers from the bonds is neglected.

Carriers and charge states settle much faster than $N$ changes, so they can be found at fixed $N$. The positive fraction is steady when hole capture by neutral bonds balances electron capture by positive bonds. The negative fraction is steady when electron capture by neutral bonds balances hole capture by negative bonds:

$$b_{p0}\,p f_0=b_{n+}\,n f_+,\qquad b_{n0}\,n f_0=b_{p-}\,p f_-.$$

With $r=p/n$, division gives

$$\frac{f_+}{f_0}=r\frac{b_{p0}}{b_{n+}},\qquad
\frac{f_-}{f_0}=\frac{b_{n0}}{r\,b_{p-}}.$$

The ratio $r$ is fixed by charge neutrality. If carriers held in the band tails are left out of the charge count for now,

$$p+Nf_+=n+Nf_-,\qquad\text{or}\qquad f_--f_+=\frac{p-n}{N}.$$

When the carrier charge is small beside the charge on the defects, the right side is negligible compared with $f_+$ and $f_-$, and $f_+=f_-$. Equating the two ratios above gives

$$r\frac{b_{p0}}{b_{n+}}=\frac{b_{n0}}{r\,b_{p-}}
\quad\Longrightarrow\quad
r=\sqrt{\frac{b_{n0}b_{n+}}{b_{p0}b_{p-}}}.$$

This ratio contains neither $G$ nor $N$. The charge fractions are therefore constant too, and normalization gives

$$f_0=\left(1+r\frac{b_{p0}}{b_{n+}}+\frac{b_{n0}}{r\,b_{p-}}\right)^{-1}.$$

Recombination is defect-limited when almost every electron is lost by capture at a dangling bond. Steady electron density then requires

$$G=nN\left(b_{n0}f_0+b_{n+}f_+\right).$$

The balance of positive bonds turns the second term into $b_{n+}f_+=r\,b_{p0}f_0$. Hence

$$G=aNn,\qquad a=f_0\left(b_{n0}+r\,b_{p0}\right),$$

and the two carrier densities are

$$n=\frac{G}{aN},\qquad p=\frac{rG}{aN}.$$

Each rises in proportion to the light and falls as defects accumulate. The hole balance gives the same result, because $b_{p-}pf_-=b_{n0}nf_0$ makes the total hole capture rate equal to the total electron capture rate.

A second assumption is needed, since recombination through defects does not by itself say how defects are made. Let a small part of the pairs recombine directly, without a dangling bond, at the rate $Bnp$. Let a fraction $\eta$ of these events release their energy so as to break a weak silicon bond and leave one additional dangling bond. This is the model's creation mechanism, not a consequence of the carrier balance. The direct process may involve carriers in band tails; $B$ can still be referred to free densities if the tail populations are proportional to them. With $c=\eta B$,

$$\frac{dN}{dt}=cnp
=c\left(\frac{G}{aN}\right)\left(\frac{rG}{aN}\right)
=K\frac{G^2}{N^2},\qquad K=\frac{cr}{a^2}.$$

The two powers of $G$ come from the two carriers that must meet. The two inverse powers of $N$ have the same origin: every new defect shortens the life of both carriers and so slows the making of the next one.

To integrate, multiply by $N^2$ and use $N^2\,dN/dt=\tfrac13\,d(N^3)/dt$. With $G$ constant and $N=N_0$ at $t=0$,

$$\frac13\left(N^3-N_0^3\right)=KG^2t,$$

$$N=\left(N_0^3+3KG^2t\right)^{1/3}.$$

When the second term is much larger than the first,

$$N\simeq(3K)^{1/3}G^{2/3}t^{1/3}.$$

The power law is thus a late-time limit. The time that separates it from the early behaviour is

$$t_*=\frac{N_0^3}{3KG^2},\qquad
N=N_0\left(1+\frac{t}{t_*}\right)^{1/3}.$$

For $t\ll t_*$, the expansion $(1+x)^{1/3}\simeq1+x/3$ gives

$$N-N_0\simeq\frac{N_0t}{3t_*}=\frac{KG^2t}{N_0^2}.$$

The first defects therefore appear linearly in time and quadratically in the light, because the original defects still control the carrier densities. The slope of $\ln N$ shows how the later powers emerge. Differentiating the cubic law gives

$$\frac{\partial\ln N}{\partial\ln t}=\frac{KG^2t}{N^3}
=\frac13\left(1-\frac{N_0^3}{N^3}\right),$$

$$\frac{\partial\ln N}{\partial\ln G}=\frac{2KG^2t}{N^3}
=\frac23\left(1-\frac{N_0^3}{N^3}\right).$$

Both slopes approach their limits from below, and the slope in $G$ is twice that in $t$ throughout. For a given $N_0$, the exposure enters through $G^2t$ alone. Tripling the generation rate thus reaches a given defect density in one ninth of the time, as long as the assumptions hold at both intensities.

The condition on recombination can now be made quantitative. Direct events take the share

$$\frac{Bnp}{G}=\frac{BrG}{a^2N^2}$$

of all recombination, so the derivation requires $N\gg\sqrt{BrG}/a$. This is necessary but not sufficient, since the carrier charge must also be small beside the defect charge. In the opposite limit direct recombination consumes nearly all pairs. Then $Bnp=G$, and

$$\frac{dN}{dt}=\eta Bnp=\eta G,\qquad N=N_0+\eta Gt.$$

Here the added density does depend on the dose $Gt$. New defects do not slow the growth, because they are not yet the main path by which carriers are lost. As $N$ rises, this regime gives way to the defect-limited one.

The order of the creation process matters as much as the recombination path. Suppose that defects still control the carrier densities but that creation varies as the power $m$ of $G/N$:

$$\frac{dN}{dt}=K_m\left(\frac{G}{N}\right)^m.$$

Multiplication by $N^m$ and integration give

$$N^{m+1}=N_0^{m+1}+(m+1)K_mG^mt,$$

so that at late times

$$N\propto G^{m/(m+1)}t^{1/(m+1)}.$$

For $m=2$ this is the two-thirds and one-third law. If a single carrier could create a defect, $m$ would be 1 and both powers would be one half. Defect-limited recombination alone therefore does not select the powers in question.

An intermediate order arises when holes are trapped in a broad valence-band tail. Let the density of tail states fall as $e^{-E/E_v}$ with energy $E$ above the band edge, and let the hole quasi-Fermi level lie at $E_p$. The free hole density varies as $p\propto e^{-E_p/kT}$. If $E_v>kT$, the trapped holes are spread about $E_p$ in a distribution that moves with it, so their density varies as

$$p_t\propto\int_{E_p}^{\infty}e^{-E/E_v}\,dE
\propto e^{-E_p/E_v}\propto p^{kT/E_v}.$$

The trapped population then grows more slowly than the free one. If creation needs one such hole and one electron from a population proportional to $n$, its rate varies as $np^{kT/E_v}$. Since $n$ and $p$ both vary as $G/N$, the order is $m=1+kT/E_v$. The value $m=2$ belongs to tail populations that stay proportional to the free densities.

Consider a film 500 nm thick at 320 K and open circuit, absorbing light equivalent to a photocurrent density $J$ of 16 mA/cm². Each absorbed photon makes one pair, so with elementary charge $e$ and thickness $d$,

$$G=\frac{J}{ed}=2.00\times10^{21}\ \mathrm{cm^{-3}\,s^{-1}}.$$

The initial defect density is $10^{16}$ cm⁻³. The chosen capture coefficients, in cm³/s, are $b_{n0}=10^{-8}$, $b_{n+}=4\times10^{-8}$, $b_{p0}=2\times10^{-9}$ and $b_{p-}=2\times10^{-8}$. They give

$$r=\sqrt{\frac{(10^{-8})(4\times10^{-8})}{(2\times10^{-9})(2\times10^{-8})}}
=\sqrt{10}=3.16,$$

a neutral fraction $f_0=0.760$, and

$$a=0.760\left(10^{-8}+3.16\times2\times10^{-9}\right)
=1.24\times10^{-8}\ \mathrm{cm^3/s}.$$

For $B=10^{-9}$ cm³/s and $\eta=5\times10^{-6}$, the creation coefficient is $c=5\times10^{-15}$ cm³/s. Thus

$$K=\frac{(5\times10^{-15})(3.16)}{(1.24\times10^{-8})^2}
\approx103\ \mathrm{cm^{-3}\,s},$$

and $t_*=10^{48}/[3(103)(2.00\times10^{21})^2]\approx810$ s. After $10^5$ s, about 28 hours,

$$N^3=10^{48}+3(103)(2.00\times10^{21})^2(10^5)
\approx1.24\times10^{50}\ \mathrm{cm^{-9}},$$

which gives $N=4.99\times10^{16}$ cm⁻³, or $4.99\times10^{22}$ m⁻³.

The approach to the power law is visible in the earlier values. At $10^3$ s the cubic law gives $1.31\times10^{16}$ cm⁻³, and the pure power law is 18% below it. At $10^4$ s the density is $2.37\times10^{16}$ cm⁻³ and the shortfall is 2.6%; at $10^5$ s it is 0.3%. Doubling $G$ for the full $10^5$ s raises the density to $7.90\times10^{16}$ cm⁻³, a factor of 1.584 against the limiting $2^{2/3}=1.587$. The local powers at the original intensity are 0.661 in $G$ and 0.331 in $t$.

The self-limiting feedback can be read from the carriers. While $N$ rises fivefold, $n$ falls from $1.6\times10^{13}$ to $3.2\times10^{12}$ cm⁻³ and $p$ from $5.0\times10^{13}$ to $1.0\times10^{13}$ cm⁻³. Their product, and with it the creation rate, falls by a factor of about 25. At the end only $8\times10^{-11}$ defects are made per generated pair. Light makes one pair per defect in a time $N/G$ of $2.5\times10^{-5}$ s, long enough here for the charge states to settle, whereas the growth time $N/(dN/dt)$ is $3\times10^5$ s, which justifies treating the carriers as steady.

Direct recombination takes a share of $4\times10^{-4}$ at the start and less later. When it and the free-carrier charge are kept, with $n$ and $p$ found numerically from the full balance as the growth equation is integrated, the final density changes by about 0.01%. For these parameters $\sqrt{BrG}/a$ is $2\times10^{14}$ cm⁻³, but the free-carrier charge sets the stricter limit. At $N=10^{15}$ cm⁻³ direct events take only 3% of the recombination, yet $r$ is 1.7 instead of 3.16 and the creation rate is 18% below $KG^2/N^2$.

Charge trapped in the tails is a more serious matter. Take 20 trapped electrons per free electron and 100 trapped holes per free hole. With the carrier densities found above, which leave tail charge out, the initial trapped hole density would be about $5\times10^{15}$ cm⁻³, while the positive defects would number only $N_0(1-f_0)/2\approx1.2\times10^{15}$ cm⁻³. The condition used to obtain $f_+=f_-$ fails at the start. At the end the same estimate gives $1.0\times10^{15}$ cm⁻³ trapped holes and $6.0\times10^{15}$ cm⁻³ positive defects, so for these ratios the condition is roughly restored. Including this tail charge in the neutrality equation and integrating numerically lowers the final $N$ by 1.2%. The small change in this example does not make the approximation good at early times, and real tails can hold more charge. An exponential valence tail with a slope of 0.045 eV and $2\times10^{21}$ states per cm³ and eV at the band edge would hold about 600 holes per free hole at the final free-hole density found above, for Fermi occupation and $2\times10^{20}$ band states per cm³ (a sharp cut at $E_p$ gives about 300). Its charge would then be about as large as that of the positive defects, and the condition would still fail. Trapped carriers also recombine. With 100 trapped holes per free hole, $B=10^{-9}$ cm³/s corresponds to a coefficient of only $10^{-11}$ cm³/s for the capture of a free electron by a trapped hole. With $10^{-8}$ cm³/s, like the defect coefficients, $B$ would be $10^{-6}$ cm³/s and this path would take 21% of the recombination at the start and about 2% at the end; at fixed $c$, with the tail charge included, the final $N$ would be 3.7% lower than in the second-order model. The small direct share thus rests on the choice of $B$.

Three other corrections alter the growth equation itself. Each is compared at $10^5$ s with the second-order model, all other settings being held fixed.

- For a valence-tail energy of 0.045 eV and $kT=0.0276$ eV, sublinear hole trapping gives $m=1.61$ and late powers of 0.617 in $G$ and 0.383 in $t$. With the same initial creation rate and this tail's own charge left out, $N$ is 20% higher, because the rate falls less steeply as defects accumulate.
- If at most $M=2\times10^{17}$ cm⁻³ weak bonds can break, the creation rate is multiplied by $1-(N-N_0)/M$. This lowers $N$ by 4.6%.
- Annealing adds $-\lambda(N-N_0)$ to $dN/dt$. A single barrier of 1.1 eV and an attempt rate of $10^{10}$ s⁻¹ give $\lambda=4.7\times10^{-8}$ s⁻¹ and lower $N$ by 0.2%.

Annealing must eventually end the growth even if weak bonds remain plentiful. Setting creation equal to annealing for $N\gg N_0$ gives

$$\frac{KG^2}{N^2}=\lambda N
\quad\Longrightarrow\quad
N=\left(\frac{KG^2}{\lambda}\right)^{1/3}.$$

For these parameters the plateau would be about $2\times10^{17}$ cm⁻³, comparable with the assumed supply of weak bonds. The one-third power of time can therefore hold only in a window, well after $t_*$ and before either limit is approached. Here the window is too narrow for the power to be fully reached: with both limits included in the second-order model, the local power in $t$ peaks at about 0.31.

With tail charge, sublinear trapping, finite supply and annealing acting together, numerical integration gives $N=5.2\times10^{16}$ cm⁻³, 4.3% above the second-order model. This near agreement is partly a cancellation between changes of opposite sign, and the local powers have moved to 0.56 in $G$ and 0.35 in $t$. The separate changes do not add: their sum would be about 14%. One reason is the matching of the sublinear rate to the second-order rate at the start. With initial densities $n_i$ and $p_i$, the matched rate is $cn_ip_i(n/n_i)(p/p_i)^{m-1}=cnp\,(p_i/p)^{2-m}$. Trapped holes force the defects to be more negative, which lowers $r$ and with it $p_i$, so tail charge reduces the sublinear rate even at late times, when $n$ and $p$ themselves are little affected. This combined case pairs a proportional tail charge with sublinear creation. If the exponential tail described above supplies both the hole charge and the creation rate, again matched at the start, $N$ is $4.8\times10^{16}$ cm⁻³, about 4% below the second-order model, with powers of 0.56 and 0.34. A density close to the simple prediction at one intensity and one time is thus weak evidence for the exponents.

The remaining effects are small here. If the light decays over one absorption length across the film, with the same average $G$ and no carrier diffusion, the average $N$ falls by 0.9%. Surface recombination limited by the supply of electrons, at 100 cm/s on both faces, has an estimated initial rate of 3% of the defect capture rate. For defect levels 0.8 eV from the bands and $2\times10^{20}$ band states per cm³, the fastest thermal emission is that of electrons from neutral bonds. By detailed balance its rate per bond is $b_{n+}(2\times10^{20}\ \mathrm{cm^{-3}})e^{-0.8/0.0276}\approx2$ s⁻¹, about $10^{-4}$ of the rate $b_{p0}p\approx2\times10^4$ s⁻¹ at which these bonds capture holes at the end. The margin depends exponentially on the depth: for a level at 0.6 eV the ratio would be 0.14. Free holes fill about $3\times10^{-7}$ of the band states at the start, so degeneracy is negligible.

The thickness and light level are roughly those of a thin-film solar cell in full sun. An initial density of $10^{16}$ cm⁻³ is on the high side for good undoped material, for which $10^{15}$ to $10^{16}$ cm⁻³ is a rough range; light-soaked densities near $10^{17}$ cm⁻³ are a rough guide to the upper end. The capture and creation coefficients are round model values, and $\eta$ in particular sets the time scale without being derived here. Real films have a spread of annealing barriers, which the single barrier used here leaves out. They also have broad tails, so strict proportionality between trapped and free carriers is open to doubt; in this example its failure moves $N$ by 20% when the initial rates are matched and the tail's charge is left out, and the figure depends on both choices. A working cell also extracts carriers. If a fixed tenth of the pairs recombined in the bulk, and the other assumptions still held, the late density would be multiplied by $0.1^{2/3}\approx0.22$. At $10^5$ s the factor would still be 0.26, because the weaker generation makes $t_*$ a hundred times longer. In this model, equal $G^2t$ gives equal damage at two intensities if the temperature and $N_0$ are the same, creation is of second order, recombination is defect-limited, and both annealing and the charge of free and tail carriers are negligible. Exhaustion of the weak bonds slows the growth but does not spoil this exchange, because its factor depends on $N$ alone.

Numbers in the example were calculated in double precision.
